# Separating bulk and perimeter dark current in circular photodiodes: test program

```python
"""Dark current of circular photodiodes: area and rim contributions.

Result under test: J = I/(pi D^2/4) = J_b + 4 J_p/D, where
  D   = diode diameter, I = dark current, J = mean current density,
  J_b = uniform current per area, J_p = uniform current per rim length.
Against 1/D the intercept is J_b and the slope is 4 J_p.
The currents are found by integrating a local current density over the disc
in Cartesian coordinates, with the rim current in a layer of decay width lam.
SI units inside; engineering units in the printout.
Device parameters are rough values for a germanium-on-silicon p-i-n diode.
"""
import numpy as np
from scipy.constants import e as q, k as k_B, hbar, m_e, pi
from scipy.integrate import quad
from scipy.optimize import brentq

um = 1e-6
MA_CM2 = 0.1       # 1 A/m^2 in mA/cm^2
UA_CM = 1e4        # 1 A/m in uA/cm

# Model parameters
J_b, J_p = 100.0, 5e-4
lam = 0.1 * um
diameters = np.array([10., 20., 50., 100., 200.]) * um
T, T_hot = 300.0, 350.0
n_i = 2e19                         # m^-3
W = 0.5 * um                       # depleted thickness
bias, built_in = 1.0, 0.5          # V
gap, direct_gap = 0.66 * q, 0.80 * q

t, wt = np.polynomial.legendre.leggauss(400)
t, wt = (t + 1) / 2, wt / 2


def disc_current(D, jb, jp, width):
    """Integrate the local current density over a disc, x and y Cartesian.

    The 400-point rule resolves edge layers down to about 1e-4 of the radius.
    """
    R = D / 2
    theta = pi * t / 2
    x, top = R * np.sin(theta), R * np.cos(theta)
    y = top[:, None] * t[None, :]
    depth = R - np.hypot(x[:, None], y)
    density = jb + jp / width * np.exp(-depth / width)
    inner = top * (density @ wt)
    return 4 * np.sum(wt * pi / 2 * R * np.cos(theta) * inner)


def area(D):
    return pi * D**2 / 4


def line(D):
    return J_b + 4 * J_p / D


# Geometry from a many-sided polygon: rim length over area is 4/D
D_test = 50 * um
angle = np.linspace(0, 2 * pi, 4001)
px, py = D_test / 2 * np.cos(angle), D_test / 2 * np.sin(angle)
rim = np.sum(np.hypot(np.diff(px), np.diff(py)))
face = 0.5 * np.sum(px[:-1] * py[1:] - px[1:] * py[:-1])
assert abs(rim / face * D_test / 4 - 1) < 1e-5

# Finite edge layer: integrated current against the closed form
I = np.array([disc_current(D, J_b, J_p, lam) for D in diameters])
J = I / area(diameters)
shrink = 1 - 2 * lam / diameters * (1 - np.exp(-diameters / (2 * lam)))
assert np.allclose(J, J_b + 4 * J_p / diameters * shrink, rtol=1e-6)

# The departure from the straight line vanishes in proportion to the width
D0 = diameters[0]
gap_full = line(D0) - J[0]
gap_half = line(D0) - disc_current(D0, J_b, J_p, lam / 2) / area(D0)
assert abs(gap_full / gap_half - 2) < 1e-3

# Straight-line fit; tolerances allow for the finite edge layer
slope, intercept = np.polyfit(1 / diameters, J, 1)
assert abs(slope / (4 * J_p) - 1) < 0.03
assert abs(intercept / J_b - 1) < 0.02

# Thin-layer limit: the layer width is a fixed small part of the diameter,
# so that it stays resolved in every diode
thin = 1e-4
rim_part = np.array([disc_current(D, 0, J_p, thin * D) for D in diameters])
area_part = np.array([disc_current(D, J_b, 0, thin * D) for D in diameters])
assert np.allclose(rim_part, pi * diameters * J_p * (1 - 2 * thin), rtol=1e-5)

# Diameter at which area and rim currents are equal, and the edge share
D_equal = brentq(lambda D: disc_current(D, J_b, 0, thin * D)
                 - disc_current(D, 0, J_p, thin * D), 5 * um, 100 * um)
D_star = 4 * J_p / J_b
assert abs(D_equal / D_star - 1) < 1e-3
edge_share = rim_part / (rim_part + area_part)
assert np.allclose(edge_share, D_star / (diameters + D_star), rtol=1e-3)


# Two-diameter extraction and its errors
def extract(D1, D2, J1, J2):
    return ((D2 * J2 - D1 * J1) / (D2 - D1),
            D1 * D2 * (J1 - J2) / (4 * (D2 - D1)))


matrix = np.array([[area(D), pi * D] for D in diameters[[0, -1]]])
solved = np.linalg.solve(matrix, I[[0, -1]])
pair = extract(diameters[0], diameters[-1], J[0], J[-1])
assert np.allclose(solved, pair, rtol=1e-8, atol=0)

rel = 0.02
rng = np.random.default_rng(7)
pair_errors = []
for D1, D2 in ((10 * um, 20 * um), (10 * um, 200 * um)):
    J1, J2 = line(D1), line(D2)
    err_b = rel * np.hypot(D1 * J1, D2 * J2) / (D2 - D1)
    err_p = rel * D1 * D2 * np.hypot(J1, J2) / (4 * (D2 - D1))
    noise = 1 + rel * rng.standard_normal((2, 200000))
    sample_b, sample_p = extract(D1, D2, J1 * noise[0], J2 * noise[1])
    assert abs(sample_b.std() / err_b - 1) < 0.02   # sampling error
    assert abs(sample_p.std() / err_p - 1) < 0.02
    pair_errors.append((D1, D2, err_b, err_p))
assert pair_errors[0][2] > 3 * pair_errors[1][2]

# Wrong diameter and collection from outside the rim, in a wide diode
D_wide = 2000 * um
undercut, ring = 0.1 * um, 2 * um
J_cut = disc_current(D_wide - 2 * undercut, J_b, J_p, lam) / area(D_wide)
Jp_cut = (J_cut - J_b) * D_wide / 4
assert abs(Jp_cut / (J_p - undercut * J_b) - 1) < 1e-3
J_ring = disc_current(D_wide + 2 * ring, J_b, 0, lam) / area(D_wide)
Jp_ring = (J_ring - J_b) * D_wide / 4
assert abs(Jp_ring / (ring * J_b) - 1) < 2e-3

# Constant leakage raises the fitted slope and lowers the intercept
I_pad = 1e-9
slope_pad, intercept_pad = np.polyfit(1 / diameters,
                                     (I + I_pad) / area(diameters), 1)
assert slope_pad > slope and intercept_pad < intercept

# Generation reading, checked on the polygon's volume and side wall
tau_g = q * n_i * W / J_b
s_g = J_p / (q * n_i * W)
pairs_per_s = n_i / tau_g * face * W + n_i * s_g * rim * W
assert abs(q * pairs_per_s / face / line(D_test) - 1) < 1e-5
assert abs(4 * s_g * tau_g / D_equal - 1) < 1e-3

# Neglected effects
F = (bias + built_in) / W
F_break = 2e7                      # V/m, rough
R_series = 20.0                    # ohm
drop = R_series * I[-1]
ni_ratio = (T_hot / T)**1.5 * np.exp(gap / (2 * k_B) * (1 / T - 1 / T_hot))
diffusivity, doping, contact = 25e-4, 1e24, 0.2 * um
J_diff = q * n_i**2 * diffusivity / (doping * contact)
J_diff_hot = J_diff * ni_ratio**2

# Direct tunnelling: two-band exponent, integral against closed form
m_r = 0.02 * m_e
barrier = quad(lambda s: np.sqrt(max(0, 1 - (2 * s - 1)**2)), 0, 1)[0]
S_band = 2 * direct_gap / (q * F) * np.sqrt(m_r * direct_gap) / hbar * barrier
S_closed = pi * np.sqrt(m_r) * direct_gap**1.5 / (2 * q * hbar * F)
assert abs(S_band / S_closed - 1) < 1e-6

# Trap emission helped by tunnelling through a triangular barrier
m_t, E_trap = 0.12 * m_e, gap / 2
ramp = quad(lambda s: np.sqrt(1 - s), 0, 1)[0]
K = 2 * E_trap / (q * F) * np.sqrt(2 * m_t * E_trap) / hbar * ramp
K_closed = 4 * np.sqrt(2 * m_t) * E_trap**1.5 / (3 * q * hbar * F)
assert abs(K / K_closed - 1) < 1e-6
a = E_trap / (k_B * T)
Gamma = a * quad(lambda u: np.exp(a * u - K * u**1.5), 0, 1,
                 points=[0.01, 0.1], limit=200)[0]

print(f"input J_b = {J_b*MA_CM2:.2f} mA/cm2")
print(f"input J_p = {J_p*UA_CM:.2f} uA/cm")
print(f"edge-layer width = {lam/um:.2f} um")
print("D (um), 1/D (1/um), I (nA), J (mA/cm2), ideal edge share (%)")
for D, cur, den, share in zip(diameters, I, J, edge_share):
    print(f"{D/um:5.0f} {um/D:7.3f} {cur*1e9:9.2f} "
          f"{den*MA_CM2:7.3f} {100*share:6.1f}")
print(f"fitted intercept = {intercept*MA_CM2:.3f} mA/cm2")
print(f"fitted slope = {slope*UA_CM:.2f} uA/cm")
print(f"same slope as plotted = {slope*MA_CM2/um:.1f} (mA/cm2) um")
print(f"fitted J_p = slope/4 = {slope*UA_CM/4:.3f} uA/cm")
print(f"equal-current diameter D* = {D_equal/um:.2f} um")
print(f"J lost to edge width at 10 um = {gap_full*MA_CM2:.3f} mA/cm2")
print(f"relative error of each J reading = {100*rel:.0f} %")
for D1, D2, eb, ep in pair_errors:
    print(f"pair {D1/um:.0f}, {D2/um:.0f} um: error J_b = "
          f"{eb*MA_CM2:.2f} mA/cm2, J_p = {ep*UA_CM:.2f} uA/cm")
print(f"undercut per side = {undercut/um:.2f} um")
print(f"apparent J_p with undercut = {Jp_cut*UA_CM:.3f} uA/cm")
print(f"outside collecting ring = {ring/um:.1f} um")
print(f"apparent J_p from ring alone = {Jp_ring*UA_CM:.3f} uA/cm")
print(f"constant pad leakage = {I_pad*1e9:.1f} nA")
print(f"its J at 10 um = {I_pad/area(D0)*MA_CM2:.2f} mA/cm2")
print(f"intercept with pad leakage = {intercept_pad*MA_CM2:.3f} mA/cm2")
print(f"slope/4 with pad leakage = {slope_pad*UA_CM/4:.3f} uA/cm")
print(f"n_i = {n_i*1e-6:.1e} cm^-3, W = {W/um:.2f} um, T = {T:.0f} K")
print(f"effective generation lifetime = {tau_g*1e9:.1f} ns")
print(f"effective surface velocity = {s_g*100:.2e} cm/s")
print(f"bias = {bias:.1f} V, built-in = {built_in:.1f} V")
print(f"mean field = {F*1e-8:.3f} MV/cm")
print(f"field / rough breakdown field = {F/F_break:.2f}")
print(f"series resistance = {R_series:.0f} ohm")
print(f"series drop at 200 um = {drop*1e6:.1f} uV")
print(f"gap = {gap/q:.2f} eV, direct gap = {direct_gap/q:.2f} eV")
print(f"n_i ratio, {T_hot:.0f} K to {T:.0f} K = {ni_ratio:.2f}")
print(f"contact: D_m = {diffusivity*1e4:.0f} cm2/s, "
      f"N = {doping*1e-6:.0e} cm^-3, L_c = {contact/um:.1f} um")
print(f"diffusion current at 300 K = {J_diff*MA_CM2:.3f} mA/cm2")
print(f"diffusion current at 350 K = {J_diff_hot*MA_CM2:.2f} mA/cm2")
print(f"generation J_b at 350 K = {J_b*ni_ratio*MA_CM2:.1f} mA/cm2")
print(f"tunnel masses: m_r = {m_r/m_e:.2f}, trap m = {m_t/m_e:.2f} m_e")
print(f"direct tunnelling exponent = {S_band:.0f}")
print(f"trap: E/kT = {a:.2f}, K = {K:.0f}, Gamma = {Gamma:.2f}")
print(f"trap emission factor 1 + Gamma = {1+Gamma:.2f}")
print("all good")
```

Running it gives:

```
input J_b = 10.00 mA/cm2
input J_p = 5.00 uA/cm
edge-layer width = 0.10 um
D (um), 1/D (1/um), I (nA), J (mA/cm2), ideal edge share (%)
   10   0.100     23.25  29.600   66.7
   20   0.050     62.52  19.900   50.0
   50   0.020    274.58  13.984   28.6
  100   0.010    942.16  11.996   16.7
  200   0.005   3455.44  10.999    9.1
fitted intercept = 10.052 mA/cm2
fitted slope = 19.58 uA/cm
same slope as plotted = 195.8 (mA/cm2) um
fitted J_p = slope/4 = 4.894 uA/cm
equal-current diameter D* = 20.00 um
J lost to edge width at 10 um = 0.400 mA/cm2
relative error of each J reading = 2 %
pair 10, 20 um: error J_b = 1.00 mA/cm2, J_p = 0.36 uA/cm
pair 10, 200 um: error J_b = 0.23 mA/cm2, J_p = 0.17 uA/cm
undercut per side = 0.10 um
apparent J_p with undercut = 4.899 uA/cm
outside collecting ring = 2.0 um
apparent J_p from ring alone = 2.002 uA/cm
constant pad leakage = 1.0 nA
its J at 10 um = 1.27 mA/cm2
intercept with pad leakage = 9.887 mA/cm2
slope/4 with pad leakage = 5.230 uA/cm
n_i = 2.0e+13 cm^-3, W = 0.50 um, T = 300 K
effective generation lifetime = 16.0 ns
effective surface velocity = 3.12e+04 cm/s
bias = 1.0 V, built-in = 0.5 V
mean field = 0.030 MV/cm
field / rough breakdown field = 0.15
series resistance = 20 ohm
series drop at 200 um = 69.1 uV
gap = 0.66 eV, direct gap = 0.80 eV
n_i ratio, 350 K to 300 K = 7.81
contact: D_m = 25 cm2/s, N = 1e+18 cm^-3, L_c = 0.2 um
diffusion current at 300 K = 0.080 mA/cm2
diffusion current at 350 K = 4.88 mA/cm2
generation J_b at 350 K = 78.1 mA/cm2
tunnel masses: m_r = 0.02, trap m = 0.12 m_e
direct tunnelling exponent = 192
trap: E/kT = 12.76, K = 150, Gamma = 0.57
trap emission factor 1 + Gamma = 1.57
all good
```
